# Four plane waves at the W point of aluminium: test program

```python
# Nearly free electrons at W = g(1,1/2,0) of an fcc crystal, g = 2 pi/a, Hartree units.
# Result under test: the four lowest plane waves (energy E0 = 5 g^2/8) are shifted in
# first order by V200+2 V111 (W1, s-like), V200-2 V111 (W2', y-like), -V200 twice (W3).
# V111, V200: Fourier coefficients of the potential, atom at the origin, V0 = 0.
# Integer vectors K = 2k/g label plane waves; h2 = |G|^2/g^2 labels stars (3: 111, 4: 200).
# Inputs a, V111, V200 are rough recalled sizes for aluminium (fitted form factors).
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
a, V111, V200 = 7.6, 0.009, 0.028
g = 2 * np.pi / a
W2 = np.array([2, 1, 0])
K4 = np.array([[2, 1, 0], [-2, 1, 0], [0, -1, 2], [0, -1, -2]])
r = np.arange(-10, 11)
allG = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
allG = allG[(allG[:, 0] % 2 == allG[:, 1] % 2) & (allG[:, 1] % 2 == allG[:, 2] % 2)]

def waves(point2, cut):
    K = point2 - 2 * allG
    n = (K**2).sum(1)
    K, n = K[n <= cut], n[n <= cut]
    return K[np.argsort(n, kind="stable")]

def potential(K, form):
    D = (K[:, None, :] - K[None, :, :]) // 2
    h2 = (D**2).sum(2)
    V = np.zeros(h2.shape)
    for star, value in form.items():
        V[h2 == star] = value
    return V

def kinetic(K):
    return g**2 * (K**2).sum(1) / 8

# shells by enumeration
K = waves(W2, 160)
norms, counts = np.unique((K**2).sum(1), return_counts=True)
assert norms[0] == 5 and counts[0] == 4 and norms[1] == 13
assert set(map(tuple, K[:4])) == set(map(tuple, K4))
K = np.vstack([K4, K[4:]])
T = kinetic(K)
E0 = T[0]
gap = T[4] - E0
assert abs(E0 - 5 * g**2 / 8) < 1e-14 and abs(gap - g**2) < 1e-14

# symbolic matrix built from the wave-vector differences
v1, v2, x = sp.symbols("v1 v2 x", real=True)
sym = {0: 0, 3: v1, 4: v2}
M = sp.Matrix(4, 4, lambda i, j: sym[int((((K4[i] - K4[j]) // 2)**2).sum())])
target = (x - v2 - 2 * v1) * (x - v2 + 2 * v1) * (x + v2)**2
assert sp.expand((x * sp.eye(4) - M).det() - target) == 0
for vec, ev in [((1, 1, 1, 1), v2 + 2 * v1), ((1, 1, -1, -1), v2 - 2 * v1),
                ((1, -1, 0, 0), -v2), ((0, 0, 1, -1), -v2)]:
    u = sp.Matrix(vec)
    assert (M * u - ev * u).expand() == sp.zeros(4, 1)
I2, sx = sp.eye(2), sp.Matrix([[0, 1], [1, 0]])
kron = v2 * sp.kronecker_product(I2, sx) + v1 * sp.kronecker_product(sx, I2 + sx)
assert (M - kron).expand() == sp.zeros(4, 4)

def shifts(p111, p200):
    return np.array([p200 + 2 * p111, p200 - 2 * p111, -p200, -p200])

U4 = np.array([[.5, .5, .5, .5], [.5, .5, -.5, -.5],
               [2**-.5, -2**-.5, 0, 0], [0, 0, 2**-.5, -2**-.5]])
form = {3: V111, 4: V200}
first = shifts(V111, V200)

# all corners of the zone, and the little group of W
ops = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3), int)
        R[np.arange(3), list(perm)] = signs
        ops.append(R)
corners = {tuple(R @ W2) for R in ops}
assert len(corners) == 24
for c in corners:
    e = np.linalg.eigvalsh(potential(waves(np.array(c), 5), form))
    assert np.allclose(e, np.sort(first), atol=1e-14)
index = {tuple(k): i for i, k in enumerate(K)}
little = [R for R in ops if tuple(R @ W2) in index]
assert len(little) == 8
generic = {3: 0.04, 4: -0.03, 8: 0.05, 11: -0.02, 12: 0.035, 16: 0.015}
Hgen = np.diag(T) + potential(K, generic)
chi2 = 0.0
for R in little:
    p = np.array([index[tuple(R @ k)] for k in K])
    assert np.allclose(Hgen[np.ix_(p, p)], Hgen, atol=1e-13)
    P = np.zeros((4, 4))
    P[p[:4], np.arange(4)] = 1
    D = U4 @ P @ U4.T
    assert abs(D[0, 0] - 1) < 1e-12 and abs(D[1, 1] - R[1, 1]) < 1e-12
    assert abs(D[2, 2] + D[3, 3] - R[0, 0] - R[2, 2]) < 1e-12
    chi2 += (D[2, 2] + D[3, 3])**2 / 8
assert abs(chi2 - 1) < 1e-12  # the doublet is irreducible

def levels(H):
    # eigenvalues that continue W1, W2', and the two W3 states, chosen by overlap
    e, c = np.linalg.eigh(H)
    w = (U4 @ c[:4, :])**2
    pair = np.sort(np.argsort(w[2] + w[3])[-2:])
    return np.array([e[w[0].argmax()], e[w[1].argmax()], e[pair[0]], e[pair[1]]])

lev = levels(Hgen)
assert abs(lev[2] - lev[3]) < 1e-11
# tetragonal distortion of the potential splits the doublet
Vt = potential(K4, form)
Vt[2, 3] = Vt[3, 2] = 0.020
et = np.linalg.eigvalsh(Vt)
assert np.abs(et + V200).min() < 1e-13 and np.abs(et + 0.020).min() < 1e-13
assert np.diff(et).min() > 1e-3
# origin shift: sign of odd stars is invisible in the spectrum, sign of V200 is not
odd = {s: (-v if s % 2 else v) for s, v in generic.items()}
e_ref = np.linalg.eigvalsh(Hgen)
assert np.allclose(np.linalg.eigvalsh(np.diag(T) + potential(K, odd)), e_ref, atol=1e-11)
flip = dict(generic)
flip[4] = -flip[4]
assert np.abs(np.linalg.eigvalsh(np.diag(T) + potential(K, flip)) - e_ref)[:4].max() > 1e-2
# ordering: for V200 > 0 the doublet is lowest exactly when |V111| < V200
rng = np.random.default_rng(1)
for p111, p200 in zip(rng.uniform(-1, 1, 300), rng.uniform(0.01, 1, 300)):
    e = np.linalg.eigvalsh(potential(K4, {3: p111, 4: p200}))
    assert (e[1] - e[0] < 1e-12) == (abs(p111) < p200)

# real-space quadrature: fcc lattice of Gaussians exp(-r^2/2s^2) and standing waves
N, s = 24, 1.2
t = np.arange(N) * a / N
X, Y, Z = np.meshgrid(t, t, t, indexing="ij")
comb = lambda off: sum(np.exp(-(t - (n + off) * a)**2 / (2 * s * s)) for n in range(-3, 4))
Vr = sum(np.einsum("i,j,k->ijk", comb(b[0]), comb(b[1]), comb(b[2]))
         for b in [(0, 0, 0), (0, .5, .5), (.5, 0, .5), (.5, .5, 0)])
VG = lambda h2: (4 / a**3) * (2 * np.pi * s * s)**1.5 * np.exp(-h2 * g * g * s * s / 2)
ph = np.exp(0.5j * g * Y)
psi = [np.cos(g * X) * ph + np.cos(g * Z) / ph, np.cos(g * X) * ph - np.cos(g * Z) / ph,
       2**.5 * np.sin(g * X) * ph, 2**.5 * np.sin(g * Z) / ph]
quad = lambda F: np.array([[np.mean(p.conj() * F * q) for q in psi] for p in psi])
assert np.allclose(quad(np.ones_like(Vr)), np.eye(4), atol=1e-12)
assert np.allclose(quad(Vr), np.diag(VG(0) + shifts(VG(3), VG(4))), atol=1e-10)
assert np.allclose(quad(np.roll(Vr, N // 2, axis=0)),
                   np.diag(VG(0) + shifts(-VG(3), VG(4))), atol=1e-10)
site_density = [abs(p[0, 0, 0])**2 for p in psi]
assert np.allclose(site_density, [4, 0, 0, 0], atol=1e-12)

# first and second order against derivatives of the large diagonalization in lambda
V = potential(K, form)
amp = V[4:, :4] @ U4.T
second = -(amp**2 / (T[4:] - E0)[:, None]).sum(0)
H2 = -(amp.T / (T[4:] - E0)) @ amp
assert np.allclose(H2, np.diag(second), atol=1e-14)
lam = 0.1
ep, em = levels(np.diag(T) + lam * V), levels(np.diag(T) - lam * V)
assert np.allclose((ep - em) / (2 * lam), first, atol=1e-5)          # error O(lam^2 V^3)
assert np.allclose((ep + em - 2 * E0) / (2 * lam**2), second, atol=2e-6)  # O(lam^2 V^4)
full = levels(np.diag(T) + V)
Kbig = np.vstack([K4, waves(W2, 240)[4:]])
assert np.allclose(levels(np.diag(kinetic(Kbig)) + potential(Kbig, form)), full, atol=1e-9)
assert np.abs(full - E0 - first - second).max() < 0.2 * np.abs(second).max()

# downfolded 4x4 Hamiltonian against the inversion formulas
e, c = np.linalg.eigh(np.diag(T) + V)
A, _, B = np.linalg.svd(c[:4, :4])
Heff = (A @ B) @ np.diag(e[:4]) @ (A @ B).T
d_eff = (full[0] + full[1] + 2 * full[2]) / 4
V200_eff = (full[0] + full[1] - 2 * full[2]) / 4
V111_eff = (full[0] - full[1]) / 4
assert np.allclose(Heff, d_eff * np.eye(4) + potential(K4, {3: V111_eff, 4: V200_eff}), atol=1e-11)

# free-electron Fermi energy, 12 electrons per cube, against counting in a periodic box
kF = (36 * np.pi**2)**(1 / 3) / a
EF = kF**2 / 2
L = 40
m = np.arange(-50, 51)**2
n2 = np.sort((m[:, None, None] + m[None, :, None] + m[None, None, :]).ravel())
assert abs(0.5 * (g / L)**2 * n2[6 * L**3 - 1] / EF - 1) < 2e-3  # discreteness of the box
rounding = 0.0005
bound = max(np.abs(shifts(V111 + i * rounding, V200 + j * rounding) - first).max()
            for i in (1, -1) for j in (1, -1))
assert E0 + first[2] < EF - 10 * bound and E0 + first[0] > EF + 10 * bound

names = ["W1", "W2'", "W3"]
print(f"input a (rough) = {a} bohr")
print(f"input V111 (rough) = {V111} hartree")
print(f"input V200 (rough) = {V200} hartree")
print(f"1 hartree = {EV:.4f} eV")
print(f"g = 2pi/a = {g:.4f} 1/bohr, g^2 = {g*g:.4f} 1/bohr^2")
print(f"shells |k|^2/g^2 = {[float(v) for v in norms[:4] / 4]}, sizes {[int(v) for v in counts[:4]]}")
print(f"E0 = {E0:.4f} hartree = {E0*EV:.2f} eV")
print(f"gap to next shell = {gap:.4f} hartree")
print(f"V200/gap = {V200/gap:.3f}, V111/gap = {V111/gap:.3f}")
print(f"little group order = {len(little)}, zone corners = {len(corners)}")
print("density at atom / mean:", [round(float(v), 6) for v in site_density])
for i, nm in enumerate(names):
    print(f"shift {nm} = {first[i]:+.4f} hartree = {first[i]*EV:+.2f} eV")
print(f"sum of four shifts = {abs(round(first.sum(), 12)):.4f} hartree")
for i, nm in enumerate(names):
    print(f"level {nm} (four waves) = {E0+first[i]:.4f} hartree")
print(f"W1 - W2' = {first[0]-first[1]:.4f} hartree = {(first[0]-first[1])*EV:.2f} eV")
print(f"W2' - W3 = {first[1]-first[2]:.4f} hartree = {(first[1]-first[2])*EV:.2f} eV")
print(f"rounding of each V = {rounding} hartree, bound on shifts = {bound:.4f} hartree")
print(f"free kF = {kF:.4f} 1/bohr, free EF = {EF:.4f} hartree")
print(f"EF/E0 = {EF/E0:.4f}, EF - E0 = {EF-E0:.4f} hartree")
for i, nm in enumerate(names):
    print(f"level {nm} - free EF = {E0+first[i]-EF:+.4f} hartree")
nxt = (K[4:]**2).sum(1) == 13
for i, nm in enumerate(names):
    print(f"second order {nm} = {second[i]:+.5f} hartree,"
          f" next shell alone {-(amp[nxt, i]**2).sum()/gap + 0.0:+.5f} hartree")
print(f"plane waves in large basis = {len(K)} (check {len(Kbig)})")
for i, nm in enumerate(names):
    print(f"{nm}: 1st+2nd = {first[i]+second[i]:+.5f}, converged = {full[i]-E0:+.5f} hartree")
print(f"effective diagonal shift = {d_eff-E0:+.5f} hartree")
print(f"effective V111 = {V111_eff:.5f} hartree")
print(f"effective V200 = {V200_eff:.5f} hartree")
print("all assertions hold")
```

Output:

```
input a (rough) = 7.6 bohr
input V111 (rough) = 0.009 hartree
input V200 (rough) = 0.028 hartree
1 hartree = 27.2114 eV
g = 2pi/a = 0.8267 1/bohr, g^2 = 0.6835 1/bohr^2
shells |k|^2/g^2 = [1.25, 3.25, 5.25, 7.25], sizes [4, 4, 8, 12]
E0 = 0.4272 hartree = 11.62 eV
gap to next shell = 0.6835 hartree
V200/gap = 0.041, V111/gap = 0.013
little group order = 8, zone corners = 24
density at atom / mean: [4.0, 0.0, 0.0, 0.0]
shift W1 = +0.0460 hartree = +1.25 eV
shift W2' = +0.0100 hartree = +0.27 eV
shift W3 = -0.0280 hartree = -0.76 eV
sum of four shifts = 0.0000 hartree
level W1 (four waves) = 0.4732 hartree
level W2' (four waves) = 0.4372 hartree
level W3 (four waves) = 0.3992 hartree
W1 - W2' = 0.0360 hartree = 0.98 eV
W2' - W3 = 0.0380 hartree = 1.03 eV
rounding of each V = 0.0005 hartree, bound on shifts = 0.0015 hartree
free kF = 0.9319 1/bohr, free EF = 0.4343 hartree
EF/E0 = 1.0166, EF - E0 = 0.0071 hartree
level W1 - free EF = +0.0389 hartree
level W2' - free EF = +0.0029 hartree
level W3 - free EF = -0.0351 hartree
second order W1 = -0.00585 hartree, next shell alone -0.00310 hartree
second order W2' = -0.00142 hartree, next shell alone -0.00015 hartree
second order W3 = -0.00316 hartree, next shell alone -0.00115 hartree
plane waves in large basis = 264 (check 488)
W1: 1st+2nd = +0.04015, converged = +0.04023 hartree
W2': 1st+2nd = +0.00858, converged = +0.00856 hartree
W3: 1st+2nd = -0.03116, converged = -0.03112 hartree
effective diagonal shift = -0.00336 hartree
effective V111 = 0.00792 hartree
effective V200 = 0.02776 hartree
all assertions hold
```
